# Thermally averaged Coulomb enhancement of carrier capture by a charged defect, part 1

(Sections cited here and not found follow in the second part.)

## First half: the carrier density at an attractive charge

An electron in the conduction band of a semiconductor passes a defect that carries a positive charge. The defect can capture it, for instance by turning its energy into lattice vibrations, but only if the electron comes within a few tenths of a nanometre. The Coulomb field reaches much farther than that. It draws the electron in, raises the electron density at the defect, and so raises the capture rate. At a given temperature the carriers have a spread of energies, and slow carriers are affected more than fast ones. By what single factor does the attraction multiply the rate of direct capture from the band, averaged over the whole thermal population?

The same question arises for a hole and a negatively charged defect. Below, "carrier" means either, and the defect charge $Ze$ has the sign opposite to that of the carrier.

### Start with no long-range field

Take first a defect without a Coulomb tail. A carrier of effective mass $m$ in an isotropic parabolic band has wave vector $\mathbf k$ and energy $E=\hbar^2k^2/(2m)$. In a large volume $V$ its envelope function is a plane wave with density $|\psi_{\mathbf k}|^2=1/V$.

Treat capture to first order in the coupling that causes it. The golden rule gives the rate

$$
\Gamma_{\mathbf k} = \frac{2\pi}{\hbar} \sum_f \left| \int F_f^*(\mathbf r)\, \psi_{\mathbf k}(\mathbf r)\, d^3r \right|^2 \delta(E_f - E_i) .
$$

Here $f$ runs over final states of defect and lattice, $E_i$ and $E_f$ are total energies, and $F_f$ is the coupling acting on the final state. An average over the initial vibrations is understood. The function $F_f$ is confined to a radius $r_d$ around the defect. If $k r_d \ll 1$, the plane wave is nearly constant there and comes out of the integral:

$$
\Gamma_{\mathbf k} = C_0\, |\psi_{\mathbf k}(0)|^2 = \frac{C_0}{V}, \qquad
C_0 = \frac{2\pi}{\hbar} \sum_f \left| \int F_f^*\, d^3r \right|^2 \delta(E_f - E_i) .
$$

The quantity $C_0$ is a capture coefficient, in m³/s. With $n$ carriers per unit volume, one defect captures $C_0 n$ carriers per second.

Two assumptions enter here. First, $C_0$ does not depend on the carrier energy over a few $kT$, where $k$ in the product $kT$ is Boltzmann's constant and $T$ the temperature; standing alone, $k$ is the wave number. For a deep defect the energy released in capture is much larger than $kT$, which makes this reasonable, but it remains an assumption. The coefficient may still depend on $T$ through the lattice vibrations. Second, the short-range potential of the defect core is left out of the carrier's wave. Such a potential changes the amplitude at the defect, and in general by different factors with and without a long-range field. The enhancement derived below applies where this difference is small. A weak dependence of the amplitude on energy is not enough to ensure that, and a core strong enough to bind a deep level can make the difference large; a model estimate is given at the end.

### Switch on the attraction

Now let the defect carry the charge $Ze$ in a medium of relative permittivity $\varepsilon$. The potential energy of the carrier is

$$
U(r) = - \frac{|Z| e^2}{4\pi\varepsilon_0\varepsilon\, r} .
$$

The plane wave is replaced by a distorted wave. At leading order in the small size of the capture region, the golden rule still samples the wave at the origin, so

$$
C(E) = C_0\, s(E), \qquad
s(E) = \frac{|\psi_{\mathbf k}(0)|^2}{|\psi_{\mathbf k}^{\rm free}(0)|^2} .
$$

This ratio is the Sommerfeld factor. The reference coefficient $C_0$ belongs to the same defect with its long-range field removed. It is not the coefficient of some other defect that happens to be neutral.

Partial waves with angular momentum $l\ge 1$ vanish at the origin as $r^l$, because of the centrifugal barrier. Only the s wave contributes to $\psi_{\mathbf k}(0)$. For the s wave put $\psi = u(r)/r$. Since $\nabla^2(u/r)=u''/r$, the Schrödinger equation

$$
-\frac{\hbar^2}{2m}\nabla^2\psi + U\psi = \frac{\hbar^2k^2}{2m}\psi
$$

becomes, after multiplication by $-2mr/\hbar^2$,

$$
u'' + \left( k^2 + \frac{2}{a r} \right) u = 0, \qquad
a = \frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m |Z| e^2} .
$$

The length $a$ is the effective Bohr radius. The matching energy is the effective Rydberg energy

$$
E_R = \frac{\hbar^2}{2 m a^2} = \frac{m Z^2 e^4}{2 (4\pi\varepsilon_0\varepsilon)^2 \hbar^2} .
$$

It contains $Z^2$. Dividing $E=\hbar^2k^2/(2m)$ by $E_R$ gives $E/E_R=(ka)^2$, so the strength of the attraction is measured by one number,

$$
\eta = \frac{1}{ka} = \sqrt{\frac{E_R}{E}} .
$$

### What has to be computed

Average the free wave $e^{i\mathbf k\cdot\mathbf r}$ over directions. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf r$,

$$
\frac12 \int_{-1}^{1} e^{ikr\mu}\, d\mu = \frac{\sin kr}{kr} .
$$

The free radial function is therefore $u=\sin(kr)/k$. It has slope 1 at the origin and amplitude $1/k$ far away.

The distorted wave must have the same far amplitude. In a large sphere of radius $R$, nearly all of the norm lies far from the defect, where $\int u^2dr\approx (\text{amplitude})^2R/2$. Equal norms then mean equal far amplitudes.

Let $u$ be the Coulomb solution with slope 1 at the origin, and let $A$ be its far amplitude. To bring the amplitude to $1/k$ we multiply by $1/(kA)$. The slope, which is the value of $\psi$ at the origin, becomes $1/(kA)$ as well. Hence

$$
s = \frac{1}{k^2A^2} .
$$

For the free wave $A=1/k$, and $s=1$ as it must be.

### The limit of a very slow carrier

Before solving the general case, let $k$ tend to zero. Near the defect the term $k^2$ can be dropped:

$$
u'' + \frac{2}{ar}u=0 .
$$

Set $w=\sqrt{8r/a}$, so that $r=aw^2/8$ and $dr=(aw/4)\,dw$. The solution with unit slope is

$$
u=\frac a4\, w J_1(w),
$$

where $J_n$ is the Bessel function. To see this, use $(wJ_1)'=wJ_0$ and $J_0'=-J_1$:

$$
\frac{du}{dr} = \frac{4}{aw}\cdot\frac a4\, wJ_0 = J_0(w), \qquad
\frac{d^2u}{dr^2} = -\frac{4}{aw}J_1(w) .
$$

On the other side,

$$
\frac{2u}{ar} = \frac{2}{a}\cdot\frac{8}{aw^2}\cdot\frac{aw}{4}J_1 = \frac{4}{aw}J_1 ,
$$

and the sum vanishes. The slope at the origin is $J_0(0)=1$.

For $r\gg a$ the Bessel function oscillates as $J_1(w)\approx\sqrt{2/(\pi w)}\,\sin(w-\pi/4)$. The squared envelope of $u$ is therefore

$$
\frac{a^2w^2}{16}\cdot\frac{2}{\pi w}=\frac{a^2w}{8\pi} .
$$

The local wave number is $\kappa=\sqrt{2/(ar)}=4/(aw)$, and the product of the two is

$$
\kappa\times(\text{envelope})^2 = \frac{4}{aw}\cdot\frac{a^2w}{8\pi} = \frac{a}{2\pi} .
$$

It does not depend on $r$. This is the usual property of a wave whose local wavelength changes slowly: its squared amplitude is inversely proportional to the local wave number. Farther out, $\kappa=\sqrt{k^2+2/(ar)}$ goes over smoothly into $k$, and the product keeps its value. So $kA^2=a/(2\pi)$ and

$$
s = \frac{1}{k\,(kA^2)} = \frac{2\pi}{ka} = 2\pi\eta .
$$

The physical content is simple. Close to the defect, the energy gained from the attraction far exceeds the energy the carrier brought with it, so the inner wave has a fixed form. The incoming energy enters only through the matching of amplitudes, which supplies the factor $1/k$.

### The general energy

Now keep $k^2$. Write $u=r\,e^{ikr}F(r)$. Two differentiations give

$$
u''=e^{ikr}\left[\,rF''+(2+2ikr)F'+(2ik-k^2r)F\,\right].
$$

Adding $(k^2+2/(ar))u$ cancels the term $k^2rF$ and leaves

$$
rF''+(2+2ikr)F'+\left(2ik+\frac2a\right)F=0 .
$$

Use the variable $z=-2ikr$. Then $F'=-2ik\,F_z$, $rF''=-2ik\,zF_{zz}$ and $2+2ikr=2-z$. Dividing by $-2ik$, and using $(2/a)/(-2ik)=i/(ka)=i\eta$, we obtain

$$
zF_{zz}+(2-z)F_z-\alpha F=0, \qquad \alpha=1-i\eta .
$$

This is Kummer's equation. The solution that is regular at the origin is proportional to

$$
I(z)=\int_0^1 e^{zt}\,t^{\alpha-1}(1-t)^{1-\alpha}\,dt .
$$

Inserting $I$ into the equation produces the same integrand multiplied by $zt^2+(2-z)t-\alpha$, and that is a total derivative:

$$
e^{zt}t^{\alpha-1}(1-t)^{1-\alpha}\left[zt^2+(2-z)t-\alpha\right]
=-\frac{d}{dt}\left[e^{zt}t^{\alpha}(1-t)^{2-\alpha}\right].
$$

The bracket on the right vanishes at $t=0$ and $t=1$, because $\alpha$ and $2-\alpha$ both have real part 1. So $I$ solves the equation.

At $z=0$ the integral is a beta function,

$$
I(0)=\Gamma(1-i\eta)\,\Gamma(1+i\eta)=G^2, \qquad G=|\Gamma(1+i\eta)| .
$$

The solution with unit slope is therefore

$$
u=\frac{r}{G^2}\,e^{ikr}\int_0^1 e^{-2ikrt}\,t^{-i\eta}(1-t)^{i\eta}\,dt .
$$

### The far amplitude

For large $r$ the exponential oscillates rapidly and only the two ends of the interval matter. To isolate them, deform the path: go from $0$ down to $-i\infty$, and return from $1-i\infty$ up to $1$. In the strip between these lines the integrand is analytic, and it decays downwards.

On the first line $t=-i\tau$. Near its start $(1-t)^{i\eta}\approx1$, and $(-i)^{-i\eta}=e^{(-i\eta)(-i\pi/2)}=e^{-\pi\eta/2}$. Its contribution is

$$
-i\,e^{-\pi\eta/2}\int_0^\infty e^{-2kr\tau}\tau^{-i\eta}d\tau
=-i\,e^{-\pi\eta/2}\,\Gamma(1-i\eta)\,\frac{(2kr)^{i\eta}}{2kr} .
$$

On the second line $t=1-i\tau$, and $(i)^{i\eta}=e^{-\pi\eta/2}$ as well. The path runs upwards, which reverses the sign, and the contribution is

$$
+i\,e^{-2ikr}e^{-\pi\eta/2}\,\Gamma(1+i\eta)\,\frac{(2kr)^{-i\eta}}{2kr} .
$$

After multiplication by $e^{ikr}$ the two terms are complex conjugates. With $\delta=\arg\Gamma(1-i\eta)$ their sum is

$$
\frac{e^{-\pi\eta/2}\,G}{kr}\,\sin\left(kr+\eta\ln 2kr+\delta\right).
$$

The factor $r/G^2$ in front of the integral then gives

$$
A=\frac{e^{-\pi\eta/2}}{kG}, \qquad s=\frac{1}{k^2A^2}=e^{\pi\eta}G^2 .
$$

The logarithm in the phase is the mark of the long-range field. It does not affect the amplitude.

It remains to find $G^2$. From $\Gamma(1+i\eta)=i\eta\,\Gamma(i\eta)$ and the reflection formula $\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x$,

$$
G^2=i\eta\,\Gamma(i\eta)\,\Gamma(1-i\eta)=\frac{i\pi\eta}{\sin(i\pi\eta)}=\frac{\pi\eta}{\sinh\pi\eta} .
$$

With $\sinh\pi\eta=e^{\pi\eta}(1-e^{-2\pi\eta})/2$ this becomes

$$
s(E)=\frac{y}{1-e^{-y}}, \qquad y=2\pi\eta=2\pi\sqrt{\frac{E_R}{E}} .
$$

### Limits and numbers

For a slow carrier $y$ is large and $s\to y$, which agrees with the Bessel calculation. For a fast carrier $y\to0$ and $s\to1$: the density at the defect is that of a free carrier.

The radial equation can also be integrated numerically, starting near the origin with unit slope and reading the amplitude at $r=300a$ with the help of the local wave number. At $E/E_R=0.25$, $1$ and $4$ this gives $s=12.566$, $6.295$ and $3.283$, and the formula gives the same digits. At $E=E_R$ the strong-limit value $2\pi=6.283$ is already within 0.2% of the full one. The large parameter is $2\pi\eta$, not $\eta$.

One point about the capture region is still open: does the wave keep the same shape there at all energies? Insert $u=r+c_2r^2+c_3r^3+\dots$ into the radial equation. The terms of order $r^0$ give $2c_2+2/a=0$. Those of order $r$ give $6c_3+k^2+2c_2/a=0$. Hence

$$
\frac{u}{r}=1-\frac ra+\frac{1}{6}\left(\frac{2}{a^2}-k^2\right)r^2+\dots, \qquad
\left(\frac ur\right)^2\approx1-\frac{2r}{a} .
$$

The leading change of shape is independent of energy. The energy first appears in the term of relative size $(kr)^2$. At $r=0.02a$ the numerical solutions for the three energies above give density ratios of 0.9606, 0.9605 and 0.9601. The departure from 1 is a correction of order $r_d/a$, which we neglect. It is small only when $r_d$ is a small fraction of $a$: at $r=0.17a$ the density is already about 30% below its value at the origin.

## Second half: the thermal average

The symbols carried over are these. A carrier of mass $m$ and energy $E$ meets a defect of opposite charge $Ze$ in a medium of relative permittivity $\varepsilon$. The effective Bohr radius is $a$, and $E_R=\hbar^2/(2ma^2)$ is the effective Rydberg energy, with $Z^2$ included. Without the long-range field the capture coefficient is $C_0$, taken to be independent of $E$. With the field it is $C(E)=C_0s(E)$, where

$$
s=\frac{y}{1-e^{-y}}, \qquad y=2\pi\sqrt{\frac{E_R}{E}}, \qquad s\approx y\ \text{ for } y\gg1 .
$$

We also introduce

$$
\theta=\frac{E_R}{kT}, \qquad x=\frac{E}{kT}, \qquad\text{so that}\qquad y=2\pi\sqrt{\frac{\theta}{x}} .
$$

### A first guess with one energy

Suppose every carrier had the energy $kT$. Then $x=1$, and the strong-limit enhancement would be $2\pi\sqrt\theta$. This has the right dependence on temperature, but the prefactor cannot be trusted, because slow carriers have a larger enhancement and fast ones a smaller one. The distribution decides how they balance.

We have found the factor $s(E)$ by which the attraction raises the capture coefficient at a single energy, and a one-energy guess, $2\pi\sqrt\theta$, for the thermal enhancement in the strong limit. It remains to average $s$ over the thermal distribution, which fixes the prefactor, and to examine where the result holds.
